# Critical One-Site Attraction for a Bound State on a Cubic Lattice

## Problem

An electron moves on an infinite simple cubic lattice with one orbital per site. The host site energy is zero and the hopping amplitude between nearest neighbours is $-t$, with $t>0$. An impurity lowers the energy of the orbital at the origin by $U>0$ and changes nothing else:

$$H=-t\sum_{\langle ij\rangle}|i\rangle\langle j|-U|0\rangle\langle 0| ,$$

where the sum runs over ordered pairs of neighbours, so that each bond appears once in each direction. Lengths are measured in lattice spacings.

(a) How large must $U$ be for a bound state to exist below the host band?

(b) For $t=250$ meV, which of the attractions $U=950$, $1000$ and $1250$ meV bind the electron, and how strongly?

This is the simplest model of a deep level: a neutral defect whose short-range potential must pull a state out of a band. The parameters are round numbers and describe no particular material.

## A tempting solution

Without the impurity, a plane wave $e^{i\mathbf k\cdot\mathbf r}$ has the energy

$$\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z),$$

because each pair of opposite neighbours contributes $-t(e^{ik}+e^{-ik})$. The band runs from $-6t$ to $6t$. The impurity orbital has energy $-U$. A bound state must lie below the band, so $-U<-6t$, and the critical attraction is $6t=1500$ meV. None of the three attractions binds.

## Where it fails

The number $-U$ is the expectation value $\langle 0|H|0\rangle$, not an eigenvalue. Acting with $H$ on the impurity orbital gives

$$H|0\rangle=-U|0\rangle-t\sum_{j\,\text{next to}\,0}|j\rangle ,$$

so the orbital is coupled to its six neighbours. By the variational principle, $-U<-6t$ guarantees that the spectrum of $H$ reaches below $-6t$. It is a sufficient condition, and the tempting solution treats it as a necessary one.

A slightly better trial state shows the damage. Let $|s\rangle=6^{-1/2}\sum_j|j\rangle$ be the symmetric combination of the six neighbours. No two of them are neighbours of each other, so $\langle s|H|s\rangle=0$, while $\langle 0|H|s\rangle=-6t/\sqrt6=-\sqrt6\,t$. In the space of $|0\rangle$ and $|s\rangle$ the energies obey

$$(-U-E)(-E)-6t^2=0 .$$

Setting $E=-6t$ gives $(6t-U)\,6t=6t^2$, hence $U=5t$. At this $U$ the other root is $E=t$, so $-6t$ is the lower one, and it falls further as $U$ grows. Thus any $U>5t$ suffices. Spreading the state over more sites lowers the requirement again, and the true threshold needs the whole lattice.

## Correct solution

**The bound-state condition.** Take $N_s$ sites with periodic boundaries, and let $N_s\to\infty$ at the end. Expand the state in normalized Bloch waves with coefficients $\psi_{\mathbf k}$, so that its amplitude at the origin is $\psi(0)=N_s^{-1/2}\sum_{\mathbf k}\psi_{\mathbf k}$. The impurity term turns the state into $-U\psi(0)|0\rangle$, whose component on each Bloch wave is $-U\psi(0)/\sqrt{N_s}$. The Schrödinger equation is therefore

$$(\varepsilon_{\mathbf k}-E)\,\psi_{\mathbf k}=\frac{U\psi(0)}{\sqrt{N_s}} .$$

Write $E=-6t-B$, where $B>0$ is the binding energy. Then $\varepsilon_{\mathbf k}-E>0$ for every $\mathbf k$. If $\psi(0)$ were zero, all $\psi_{\mathbf k}$ would vanish, so $\psi(0)\neq0$. Dividing by $\varepsilon_{\mathbf k}-E$, summing over $\mathbf k$ and cancelling $\psi(0)$ gives

$$1=U\,G(B),\qquad G(B)=\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{\varepsilon_{\mathbf k}+6t+B},$$

with each component of $\mathbf k$ between $-\pi$ and $\pi$.

**Existence and number of solutions.** The integrand falls as $B$ grows, so $G$ decreases strictly. It tends to zero, since $G(B)<1/B$. The equation therefore has one root if $U\,G(0)>1$ and no root with $B>0$ otherwise. The threshold is $U_c=1/G(0)$.

For this to be a positive number, $G(0)$ must be finite. The denominator vanishes at $\mathbf k=0$, where $\varepsilon_{\mathbf k}+6t\approx tk^2$. In three dimensions the volume element $k^2dk$ cancels this singularity. In two dimensions the integral would contain $\int k\,dk/k^2$ and in one dimension $\int dk/k^2$. Both diverge, so there any $U>0$ binds. A finite threshold is thus a consequence of the few states available near an isolated quadratic minimum of a three-dimensional band. Three dimensions alone do not guarantee it. On the face-centred cubic lattice with the opposite sign of hopping, the band minimum extends along lines in $\mathbf k$ space, $G(0)$ diverges, and any $U>0$ binds.

At $U=U_c$ the solution has $B=0$ and $\psi_{\mathbf k}\propto1/(\varepsilon_{\mathbf k}+6t)$. Its norm contains $\int k^2dk/k^4$, which diverges at small $k$. There is no normalizable state at the threshold itself.

**The Watson integral.** Taking $2t$ out of the denominator, and using that the integrand is even in each component of $\mathbf k$, we obtain

$$G(0)=\frac{W}{2t},\qquad W=\frac1{\pi^3}\int_0^\pi\!\!\int_0^\pi\!\!\int_0^\pi\frac{dx\,dy\,dz}{3-\cos x-\cos y-\cos z}.$$

To reduce this to a single integral, use $1/a=\int_0^\infty e^{-as}ds$ for $a>0$. Everything is positive, so the order of integration may be exchanged, and the three angles separate. With the modified Bessel function $I_0(s)=\pi^{-1}\int_0^\pi e^{s\cos x}dx$,

$$W=\int_0^\infty\left[e^{-s}I_0(s)\right]^3ds .$$

For large $s$ only small $x$ contributes to $I_0$, and $\cos x\approx1-x^2/2$ gives $e^{-s}I_0(s)\approx\pi^{-1}\int_0^\infty e^{-sx^2/2}dx=(2\pi s)^{-1/2}$. The integrand falls as $s^{-3/2}$: it converges, but slowly. The substitution $s=u^2$ makes it fall as $u^{-2}$, which suits numerical quadrature. The result is $W=0.505462$, and therefore

$$\boxed{U_c=\frac{2t}{W}=3.9568\,t}$$

This is 0.330 of the full band width $12t$. The tempting answer $6t$ is too large by 52% of the correct value.

**A check in a finite cube.** Consider a hard-walled cube with $N-1$ sites per edge, $N$ even, and the impurity at its centre. Along each edge the host modes are $\sqrt{2/N}\,\sin(\pi mn/N)$, with $n$ the site number, $m=1,\dots,N-1$, and energy $-2t\cos(\pi m/N)$. At the centre, $n=N/2$, the sine is zero for even $m$ and $\pm1$ for odd $m$. The Green function at the centre for $E=-6t$ is then

$$\left(\frac2N\right)^3\sum_{m_x,m_y,m_z\ \text{odd}}\frac{1}{6t-2t\sum_\alpha\cos(\pi m_\alpha/N)}=\frac{W_N}{2t}.$$

There are $(N/2)^3$ terms, so $W_N$ is the plain average of the Watson integrand over these points. The lowest level of the cube reaches $-6t$ at $U=2t/W_N$. This is $4.098t$ for $N=16$ and $3.965t$ for $N=256$. The approach is from above because a state confined to the cube is also a trial state for the infinite lattice, and so cannot have a lower energy than the infinite lattice allows. The difference $W-W_N$ halves, very nearly, at each doubling of $N$. Fitting the three largest cubes with error terms in $1/N$ and $1/N^3$ gives the same $W$ to eight decimals.

## How the level leaves the band

Just above threshold, $B$ follows from the way $G(B)$ departs from $G(0)$. Let $w=\varepsilon_{\mathbf k}+6t$. Since $1/w-1/(w+B)=B/[w(w+B)]$, small $B$ gives weight to small $k$. There $w\approx tk^2$, and the upper limit may be taken to infinity:

$$G(0)-G(B)\approx\frac1{2\pi^2}\int_0^\infty\frac{k^2\,B\,dk}{tk^2(tk^2+B)}
=\frac{B}{2\pi^2t}\cdot\frac{\pi}{2\sqrt{tB}}=\frac{\sqrt B}{4\pi t^{3/2}} .$$

With $G(0)=1/U_c$ and $G(B)=1/U$, this becomes, to leading order,

$$B\approx16\pi^2t^3\left(\frac1{U_c}-\frac1U\right)^2 .$$

The level leaves the band quadratically, with zero initial slope. For $U$ above $U_c$ by 1% and by 0.1%, the true $B$ is smaller than this estimate by 0.93% and 0.097% of the estimate, so the relative error shrinks in proportion to $U-U_c$.

The probability $Z=|\psi(0)|^2$ of finding the electron on the impurity site follows from $\sum_{\mathbf k}|\psi_{\mathbf k}|^2=1$:

$$\frac1Z=U^2\int\frac{d^3k}{(2\pi)^3}\frac1{(\varepsilon_{\mathbf k}-E)^2}=-U^2\frac{dG}{dB},\qquad Z\approx\frac{8\pi t^{3/2}\sqrt B}{U^2}.$$

The second form uses the small-$B$ law for $G$ and holds near threshold. There $Z$ goes to zero and the electron is mostly outside the impurity. At small $k$, which governs the wave function far from the impurity, the coefficients $\psi_{\mathbf k}$ are proportional to $1/(k^2+\kappa^2)$ with $\kappa=\sqrt{B/t}$. This is the Fourier transform of the decaying solution of $(-\nabla^2+\kappa^2)f=\delta(\mathbf r)$, namely $f=e^{-\kappa r}/(4\pi r)$. The wave function thus has a tail of length $1/\kappa$, which diverges at threshold.

## The three attractions

For $t=250$ meV the band bottom is at $-1500$ meV and $U_c=3.9568\times250=989.2$ meV. The deciding number is $U\,G(0)=U/U_c$.

**$U=950$ meV.** Here $U/U_c=0.960<1$, and there is no bound state. The impurity only distorts the band states.

**$U=1000$ meV.** Here $U/U_c=1.011$, and there is one bound state. The quadratic law gives

$$B\approx16\pi^2\left(\frac1{3.956776}-\frac14\right)^2\times250\ \text{meV}=0.294\ \text{meV}.$$

The root of $1=U\,G(B)$ is $0.2915$ meV, so the estimate is 1% too high. The site weight is $Z=0.053$ and the decay length is 29 lattice spacings. Although the potential acts on one site, about 95% of the electron is elsewhere.

**$U=1250$ meV.** Here $U/U_c=1.264$ and $B=100.2$ meV, which puts the level at $-1600.2$ meV. The bare orbital energy, $-1250$ meV, lies inside the band, and hopping to the surrounding sites brings the level 350 meV below it. Now $Z=0.61$, so the state is compact. The quadratic law gives 109.8 meV, about 10% too high, because the binding no longer involves small $k$ alone.

Raising $U$ by a quarter, from 1000 to 1250 meV, multiplies the binding energy by more than 300. Near threshold, a small error in the impurity potential is therefore a large relative error in the level depth.

Direct diagonalization of a cube with 31 sites per edge tests the strongly bound case: it reproduces $-1600.2$ meV and $Z=0.61$, and its second level lies above $-1500$ meV. The same cube could not settle the case of 1000 meV. Its own threshold is $4.026t$, or about 1007 meV, and the weakly bound state does not fit inside it. The remaining values are in the numerical output.

## What the threshold depends on

The value $3.9568\,t$ belongs to this lattice, with one orbital per site and unchanged hopping around the impurity. A charged impurity behaves differently. Its attractive Coulomb tail lowers the energy of a state of large radius $a$ by an amount of order $1/a$, while confinement costs energy of order $1/a^2$. For large enough $a$ the gain wins, so a bound state exists without any threshold. A transition-metal impurity also has several $d$ orbitals, interacting electrons and relaxed neighbours. For such a defect the model only illustrates why a short-range potential acting on a band with an isolated quadratic edge needs a minimum strength. It predicts neither that strength nor the level position.

## Values computed for the example and the checks

```
Watson integral W, Bessel form (dimensionless): 0.50546202
W, extrapolated momentum sums (dimensionless): 0.50546202
W, gamma-function form (dimensionless): 0.50546202
critical attraction Uc/t (dimensionless): 3.956776
Uc / full band width 12t (dimensionless): 0.32973
N = 16: W_N = 0.488020, box threshold U/t = 4.09819
N = 32: W_N = 0.496763, box threshold U/t = 4.02606
N = 64: W_N = 0.501115, box threshold U/t = 3.99110
N = 128: W_N = 0.503289, box threshold U/t = 3.97386
N = 256: W_N = 0.504376, box threshold U/t = 3.96530
cube of 31 sites per edge at its threshold: E/t = -6.00000000
U/Uc - 1 = 0.010: B/(quadratic law) - 1 = -0.00926
U/Uc - 1 = 0.001: B/(quadratic law) - 1 = -0.00097
Z/(limiting law) at U/Uc - 1 = 0.001: 0.99904
example hopping t: 250 meV
example band bottom -6t: -1500 meV
example critical attraction Uc: 989.19 meV
U = 950 meV: U*G(0) = 0.96038, no bound state
  lowest level in the cube: -1495.897 meV
U = 1000 meV: U*G(0) = 1.01092
  binding energy B: 0.2915 meV
  level energy E: -1500.2915 meV
  quadratic-law estimate of B: 0.2944 meV
  impurity-site weight Z: 0.05310
U = 1250 meV: U*G(0) = 1.26366
  binding energy B: 100.1977 meV
  level energy E: -1600.1977 meV
  quadratic-law estimate of B: 109.7721 meV
  impurity-site weight Z: 0.60859
shallow state decay length 1/kappa: 29.29 lattice spacings
shallow state, lattice/continuum tail at 20 spacings: 1.00109
cube check, U = 1250 meV: E = -1600.1977 meV, Z = 0.60859
cube check, second level: -1491.515 meV
```
